# The 2n+1 theorem and third-order energy with a perturbation-dependent PAW overlap

Take one orbital with a single real coefficient $c$, energy $G=h_0c^2$ with constant $h_0$, and the constraint $s(\lambda)c^2=1$ with $s=1+\lambda$. The perturbation acts through the normalization alone. Solving the constraint gives $c=(1+\lambda)^{-1/2}$, and therefore

$$E(\lambda)=\frac{h_0}{1+\lambda}=h_0(1-\lambda+\lambda^2-\lambda^3+\lambda^4-\cdots).$$

Suppose that only $c\approx1-\lambda/2$ is known. Inserting it into $G$ gives $h_0(1-\lambda+\lambda^2/4)$, which is already wrong at second order, because the truncated coefficient violates the constraint at that order:

$$(1+\lambda)\left(1-\lambda+\tfrac14\lambda^2\right)-1=-\tfrac34\lambda^2+\tfrac14\lambda^3 .$$

The remedy is to keep the constraint in the energy expression. With

$$L=h_0c^2-\Lambda(sc^2-1),$$

stationarity in $c$ gives $\Lambda=h_0/s=h_0(1-\lambda+\cdots)$. Both $c$ and $\Lambda$ are now truncated after first order:

$$\begin{aligned}
\frac{L}{h_0}&=1-\lambda+\tfrac14\lambda^2-(1-\lambda)\left(-\tfrac34\lambda^2+\tfrac14\lambda^3\right)\\
&=1-\lambda+\lambda^2-\lambda^3+\tfrac14\lambda^4 .
\end{aligned}$$

The third-order energy is right, and the first error is $-\frac34\lambda^4$. Had $\Lambda$ been kept at its zeroth-order value $h_0$, the result would have been $1-\lambda+\lambda^2-\frac14\lambda^3$, right through second order only. First-order information inserted into $L$ thus gives the third-order energy, provided that it includes the first-order multiplier.

In the projector augmented-wave (PAW) method the same situation arises for many orbitals. The pseudo orbitals $\tilde\psi_i$ obey

$$\langle\tilde\psi_i|S(\lambda)|\tilde\psi_j\rangle=\delta_{ij},\qquad S=1+\sum_{ab}|p_a\rangle q_{ab}\langle p_b| ,$$

and $S$ changes when an atom carrying projectors $p_a$ moves. The normalization $\langle\tilde\psi|S\tilde\psi\rangle=1$ suffices for one orbital; for several, the whole overlap matrix is constrained. Collect the occupied orbitals as columns of $C$, in a basis that does not depend on $\lambda$, and let each have the same fixed occupation $f$. Define

$$P=fCC^\dagger,\qquad O=C^\dagger SC .$$

The energy is a smooth function $G(P,\lambda)$, with explicit $\lambda$-dependence from potentials, projectors and augmentation charges. Its Lagrangian is

$$L(C,\Lambda;\lambda)=G(P,\lambda)-f\,\mathrm{Tr}[\Lambda(O-1)],\qquad \Lambda=\Lambda^\dagger .$$

With $H=\partial G/\partial P$, a variation of the orbitals changes $L$ by

$$\delta L=f\,\mathrm{Tr}[\delta C^\dagger(HC-SC\Lambda)]+\text{c.c.}$$

Since $\delta C$ and $i\,\delta C$ are both allowed, the bracket must vanish. Multiplication by $C^\dagger$ and use of $O=1$ then give the multipliers:

$$HC=SC\Lambda,\qquad \Lambda=C^\dagger HC. \tag{1}$$

I assume that $S$ is positive definite, that a gap separates occupied from empty levels, and that the second variation of $L$ on the constraint surface is nonsingular apart from rotations among occupied orbitals. The last condition is separate from the gap, since interactions can make the response singular while the gap is open. With the rotations fixed by a smooth choice, called a gauge below, the implicit function theorem then gives a smooth solution $C(\lambda),\Lambda(\lambda)$, along which $L=E$.

Let $C_t$ contain this solution through order $n$ and $\Lambda_t$ through order $m$, both in the same gauge. Their errors are

$$\delta C=C_t-C=\mathcal O(\lambda^{n+1}),\qquad \delta\Lambda=\Lambda_t-\Lambda=\mathcal O(\lambda^{m+1}).$$

Because $L$ is linear in $\Lambda$, its error splits without approximation into two parts:

$$\begin{aligned}
L(C_t,\Lambda_t)-E={}&\left[L(C_t,\Lambda)-L(C,\Lambda)\right]\\
&-f\,\mathrm{Tr}[\delta\Lambda(C_t^\dagger SC_t-1)] .
\end{aligned}\tag{2}$$

The first bracket has no term linear in $\delta C$, by (1), so it is $\mathcal O(\lambda^{2n+2})$. In the second part, $C^\dagger SC=1$ leaves

$$C_t^\dagger SC_t-1=\delta C^\dagger SC+C^\dagger S\,\delta C+\delta C^\dagger S\,\delta C=\mathcal O(\lambda^{n+1}).$$

Multiplied by $\delta\Lambda$, this is $\mathcal O(\lambda^{n+m+2})$. Hence

$$L(C_t,\Lambda_t)-E=\mathcal O\!\left(\lambda^{\min(2n+2,\;n+m+2)}\right). \tag{3}$$

For $m=n$ the energy is correct through order $2n+1$, which is the theorem. For $m=n-1$ it is correct through order $2n$. Nowhere was $S$ required to be constant: its $\lambda$-dependence is carried along inside $L$, whose stationarity holds at each $\lambda$.

The multipliers can be avoided at the price of restoring the constraint. Put $O_t=C_t^\dagger S(\lambda)C_t$ and $C_o=C_tO_t^{-1/2}$, so that $C_o^\dagger SC_o=1$. Since $O_t-1=\mathcal O(\lambda^{n+1})$, the correction is of the same order as the truncation error, and $C_o-C=\mathcal O(\lambda^{n+1})$. On the constraint surface $G(C_o)=L(C_o,\Lambda)$, so the error of $G(C_o)$ is again $\mathcal O(\lambda^{2n+2})$. For orbitals that are not orthonormalized, by contrast,

$$G(C_t)-E=[L(C_t,\Lambda)-E]+f\,\mathrm{Tr}[\Lambda(O_t-1)],$$

and the last term is in general of order $\lambda^{n+1}$.

To use the theorem for $n=1$, the first-order quantities are needed. Subscripts $0,1,2,3$ denote Taylor coefficients, $S=S_0+\lambda S_1+\lambda^2S_2+\cdots$, so that third derivatives are six times third coefficients. At first order the constraint reads

$$C_0^\dagger S_0C_1+C_1^\dagger S_0C_0+C_0^\dagger S_1C_0=0 . \tag{4}$$

This fixes the Hermitian part of $C_0^\dagger S_0C_1$. A rotation $C\to C(1+\lambda A+\cdots)$ with $A^\dagger=-A$ adds $A$ to this matrix, so its anti-Hermitian part can be set to zero. That choice is the parallel gauge. With $\bar S_1=C_0^\dagger S_1C_0$,

$$C_0^\dagger S_0C_1=-\tfrac12\bar S_1 .$$

The first-order part of (1) is

$$H_0C_1+H_1C_0=S_0C_1\Lambda_0+S_1C_0\Lambda_0+S_0C_0\Lambda_1 . \tag{5}$$

Choose unperturbed orbitals that make $\Lambda_0$ diagonal with entries $\varepsilon_i$. Let $a$ label the empty states, with $H_0|a\rangle=\varepsilon_aS_0|a\rangle$ and $\langle a|S_0|b\rangle=\delta_{ab}$, and write $Y_{ai}=\langle a|S_0|\tilde\psi_{1,i}\rangle$. Projecting (5) on $a$ removes the last term, because $\langle a|S_0|k\rangle=0$ for occupied $k$:

$$\varepsilon_aY_{ai}+\langle a|H_1|i\rangle=\varepsilon_iY_{ai}+\varepsilon_i\langle a|S_1|i\rangle .$$

Therefore

$$Y_{ai}=\frac{\langle a|H_1-\varepsilon_iS_1|i\rangle}{\varepsilon_i-\varepsilon_a},\qquad
C_1=-\tfrac12C_0\bar S_1+VY, \tag{6}$$

where the columns of $V$ are the empty states. Projecting (5) on the occupied states, with $C_0^\dagger H_0=\Lambda_0C_0^\dagger S_0$, gives

$$-\tfrac12\Lambda_0\bar S_1+C_0^\dagger H_1C_0=-\tfrac12\bar S_1\Lambda_0+\bar S_1\Lambda_0+\Lambda_1 .$$

Solving for the multipliers yields

$$(\Lambda_1)_{ki}=\langle k|H_1-\tfrac12(\varepsilon_k+\varepsilon_i)S_1|i\rangle . \tag{7}$$

No difference of occupied energies appears in a denominator, so degenerate occupied levels cause no trouble. The diagonal elements are the first-order shifts of nondegenerate levels.

For the energy I take the form

$$G=\mathrm{Tr}[Ph(\lambda)]+F[n],\qquad n(r)=\mathrm{Tr}[PN(r;\lambda)] .$$

The operator $N$ contains the smooth density and the augmentation charge, and so depends on $\lambda$. Let $F$ be local, with pointwise derivatives $F',F'',F'''$ taken at $n_0$; for a nonlocal functional the products below become contractions with its kernels. In full PAW, $n$ also includes the on-site occupations. Any explicit $\lambda$-dependence of $F$ must be expanded along with the rest, and an ionic energy independent of the orbitals adds its own Taylor coefficient. Since $H=h+\int F'N$, the first-order Hamiltonian is

$$H_1=h_1+\int(F'N_1+F''n_1N_0).$$

It contains $n_1$, which depends on $C_1$, so (6) is solved together with $n_1$ as a linear problem.

Now insert $C_t=C_0+\lambda C_1$. The density matrix ends at second order, $P_t=P_0+\lambda P_1+\lambda^2P_2'$, with

$$P_1=f(C_1C_0^\dagger+C_0C_1^\dagger),\qquad P_2'=fC_1C_1^\dagger .$$

The prime marks coefficients that lack the contribution of $C_2$ and higher terms. Multiplying the series of $P_t$ and $N$ gives the density coefficients

$$\begin{aligned}
n_1&=\mathrm{Tr}(P_1N_0+P_0N_1),\\
n_2'&=\mathrm{Tr}(P_2'N_0+P_1N_1+P_0N_2),\\
n_3'&=\mathrm{Tr}(P_2'N_1+P_1N_2+P_0N_3).
\end{aligned}$$

In the Taylor expansion of $F$, the quadratic term $\frac12F''(\lambda n_1+\lambda^2n_2')^2$ contributes $F''n_1n_2'$ at third order, and the cubic term contributes $F'''n_1^3/6$. The overlap $O_t-1$ has no first-order part, by (4). Its next coefficients are

$$\begin{aligned}
O_2'={}&C_0^\dagger S_2C_0+C_1^\dagger S_1C_0+C_0^\dagger S_1C_1+C_1^\dagger S_0C_1,\\
O_3'={}&C_0^\dagger S_3C_0+C_1^\dagger S_2C_0+C_0^\dagger S_2C_1+C_1^\dagger S_1C_1 .
\end{aligned}$$

The third-order part of $\Lambda_t(O_t-1)$ is $\Lambda_0O_3'+\Lambda_1O_2'$; a second-order multiplier would meet the vanishing first-order overlap error. By (3) with $n=m=1$, the third coefficient of $L$ is that of $E$:

$$\boxed{\begin{aligned}
E_3={}&\mathrm{Tr}(P_2'h_1+P_1h_2+P_0h_3)\\
&+\int\left(F'n_3'+F''n_1n_2'+\tfrac16F'''n_1^3\right)\\
&-f\,\mathrm{Tr}(\Lambda_0O_3')-f\,\mathrm{Tr}(\Lambda_1O_2').
\end{aligned}}\tag{8}$$

The orbitals and multipliers needed are $C_0,C_1,\Lambda_0,\Lambda_1$. The explicit derivatives of $h$, $N$ and $S$ are needed through third order, but these come from known functions and require no further response calculation.

The lower orders follow from the same $L$. With $n=1$ and $m=0$,

$$\begin{aligned}
E_2={}&\mathrm{Tr}(P_2'h_0+P_1h_1+P_0h_2)\\
&+\int\left(F'n_2'+\tfrac12F''n_1^2\right)-f\,\mathrm{Tr}(\Lambda_0O_2').
\end{aligned}$$

With $n=m=0$ only unperturbed orbitals enter, and

$$E_1=\mathrm{Tr}(P_0h_1)+\int F'\,\mathrm{Tr}(P_0N_1)-f\,\mathrm{Tr}(\Lambda_0\bar S_1).$$

The last term is the overlap contribution to the energy derivative; the force along the displacement is $-E_1$.

A useful limit has constant $S$ and $N$ and a perturbation linear in $\lambda$, such as an external potential coupled to a fixed density operator. Then $h_2=h_3=0$, $n_3'=0$, $O_3'=0$ and $O_2'=C_1^\dagger S_0C_1$. The term $\int F''n_1n_2'$ joins $\mathrm{Tr}(P_2'h_1)$ to form $\mathrm{Tr}(P_2'H_1)$, so

$$\begin{aligned}
E_3={}&f\sum_i\langle\tilde\psi_{1,i}|H_1|\tilde\psi_{1,i}\rangle+\frac16\int F'''n_1^3\\
&-f\sum_{ij}\langle j|H_1|i\rangle\langle\tilde\psi_{1,i}|S_0|\tilde\psi_{1,j}\rangle .
\end{aligned}$$

Even here $\Lambda_1$ survives, as the matrix $\langle j|H_1|i\rangle$. A constant overlap removes the derivatives of $S$, but not the second-order normalization error of the truncated orbitals.

The separate terms of (8) depend on the gauge. The path $C(\lambda)e^{\lambda A}$, with $A^\dagger=-A$, is equally stationary, and its multipliers are $e^{-\lambda A}\Lambda e^{\lambda A}$. To first order,

$$C_1\to C_1+C_0A,\qquad \Lambda_1\to\Lambda_1+\Lambda_0A-A\Lambda_0 .$$

Equation (3) applies to either path, so $E_3$ is the same for both. Changing $C_1$ without changing $\Lambda_1$ would mix two gauges, and the theorem would not cover the result.

Numerical errors in $C_1$ need more care at third order than at second. Let $C_1$ be wrong by $\eta$ in the empty space, so that (4) still holds. Then $\delta C=\lambda\eta-\lambda^2C_2+\cdots$. The quadratic part of (2) gives $\lambda^2\eta^2$, but also a cross term $\lambda^3\eta C_2$; an error of $\Lambda_1$ linear in $\eta$ enters at third order too. Thus $E_2$ has an error quadratic in $\eta$, whereas that of $E_3$ is in general linear.

A one-dimensional model shows all these terms at work. In hartree atomic units, a periodic cell of 8 bohr holds centres A and B at 2.8 and 5.2 bohr, and A is displaced by $\lambda$ towards B. Each centre has a Gaussian well, one normalized projector and an augmentation charge $g_a$ of unit integral. Four electrons fill two orbitals, so $f=2$. The model has

$$\begin{aligned}
S&=1+\sum_a|p_a\rangle q_a\langle p_a|,\\
N(x)&=|x\rangle\langle x|+\sum_aq_a|p_a\rangle g_a(x)\langle p_a|,\\
F[n]&=\int\left(\tfrac12un^2-an^{4/3}\right)dx .
\end{aligned}$$

Integrating $N$ gives $S$, so the total charge is conserved under the constraint. The parameters are $q_A=0.3$, $q_B=0.2$, $u=0.5$ hartree bohr and $a=0.3$ hartree bohr$^{1/3}$; $h$ holds the kinetic energy, wells $-Z_a$ times a unit-integral Gaussian of standard deviation 0.6 bohr with $Z_A=3.0$, $Z_B=2.5$ hartree bohr, and terms $D_a|p_a\rangle\langle p_a|$ with $D_A=-0.3$, $D_B=-0.2$ hartree. The projectors and the charges $g_a$ are Gaussians of standard deviation 0.5 bohr. There is no long-range Hartree energy, no nonlinear on-site correction and no repulsion between the centres. The model therefore tests the algebra of a moving overlap and does not describe a material.

The occupied levels lie at $-1.0334$ and $-0.7416$ hartree, with a gap of 0.6722 hartree above them. For the lower level $(\bar S_1)_{11}=0.040196$ bohr$^{-1}$ and $(\Lambda_1)_{11}=-0.116248$ hartree/bohr. By (7), the Hamiltonian part is

$$\langle1|H_1|1\rangle=-0.116248+(-1.033434)(0.040196)=-0.15779$$

in hartree/bohr. The explicit overlap term in (7) thus contributes $+0.04154$ hartree/bohr to the level shift, about a quarter of the Hamiltonian part in size and opposite in sign.

In the parallel gauge, the four contributions to (8), in its order, are

$$\begin{aligned}
E_3&=-0.01492+0.00779-0.00190-0.04638\\
&=-0.05541\ \text{hartree/bohr}^3 ,
\end{aligned}$$

where the second number is the whole density-functional integral. The third derivative is $6E_3=-0.3324$ hartree/bohr$^3$. Taylor coefficients extracted from self-consistent energies at finite displacements, without perturbation theory, agree with $E_1$, $E_2$ and $E_3$ to the digits printed.

Dropping the $\Lambda_1$ term would leave $-0.00903$ hartree/bohr$^3$, 16% of the correct value. Its large share is not a physical property: in a gauge rotated with $|A_{12}|=0.7$ bohr$^{-1}$, for one sign of $A_{12}$, the same four contributions become $-0.32595$, $0.07625$, $0.02495$ and $0.16934$, and their sum is still $-0.05541$ hartree/bohr$^3$.

The error law (3) was tested by comparing truncated Lagrangians with self-consistent energies at $\pm0.06$ and $\pm0.03$ bohr. The errors were split into even and odd parts in $\lambda$, because neighbouring powers can otherwise hide each other. With $C$ and $\Lambda$ through first order, the even part falls from $1.684\times10^{-5}$ to $1.053\times10^{-6}$ hartree when $\lambda$ is halved. The ratio is 16.0, as fourth order requires, and the odd part vanishes as the fifth power. With $\Lambda_0$ alone the odd part is of third order, and its coefficient gives $-0.0463$ hartree/bohr$^3$ for the missing term, in agreement with the $\Lambda_1$ contribution above. With both series through second order the measured order is 5.999, against the predicted six; with $\Lambda$ one order lower it is 5.001. Inserting first-order orbitals into $G$ without the constraint term leaves a second-order error, and orthonormalizing them with $S(\lambda)$ restores fourth order.

At $\lambda=0.06$ bohr the energy series, in hartree, is

$$\begin{aligned}
E&\approx-4.08622205-0.00410144-0.00031640-0.00001197\\
&=-4.09065186 .
\end{aligned}$$

It differs from the self-consistent energy by about $9\times10^{-8}$ hartree. The complete truncated Lagrangian at the same displacement has an even error of $1.7\times10^{-5}$ hartree, far larger. Both errors begin at fourth order. The series lacks the true term $E_4\lambda^4$, which is small here ($E_4\approx-0.008$ hartree/bohr$^4$). The fourth coefficient of the truncated Lagrangian is not protected by the theorem, depends on the gauge, and in the parallel gauge is off by about $1.3$ hartree/bohr$^4$. In this model it is therefore better to extract the coefficients through $E_3$ than to use the value of $L(C_t,\Lambda_t)$ itself. This is not a general rule: in the one-orbital example $L$ errs by $-\frac34\lambda^4$ and the cubic series by $-\lambda^4$, in units of $h_0$.

The negative $E_1=-0.0684$ hartree/bohr means that the force pulls A towards B, as may happen when no repulsion between the centres is included. The negative $E_2$ likewise says nothing about the stability of a real bond.

The assumptions also mark where (8) stops applying. If the gap closes, the denominators in (6) can vanish. If occupations respond to $\lambda$, they are further variables, and a stationary functional that includes them is needed. If $S$ loses positive definiteness, the constraint no longer defines a norm. The functional must also be smooth at the density in question: for the model, $F'''=\frac{8a}{27}n^{-5/3}$ diverges as $n\to0$, so an expansion about a point of vanishing density is not covered by the proof.

## Numbers as computed

```
cell 8.0 bohr, grid points 64, basis functions 25
centres A, B: 2.8, 5.2 bohr; electrons 4
well strengths A, B: 3.0, 2.5 hartree bohr
D for A, B: -0.3, -0.2 hartree; q for A, B: 0.3, 0.2
Gaussian widths well, projector, augmentation: 0.6, 0.5, 0.5 bohr
functional: u = 0.5 hartree bohr, a = 0.3 hartree bohr^(1/3)
occupied levels: -1.033434, -0.741579 hartree
gap: 0.672193 hartree
C0^T S1 C0 (1/bohr): 11, 12, 22 = 0.040196, -0.034456, -0.050105
Lam1 (hartree/bohr): 11, 12, 22 = -0.116248, 0.135837, 0.104443
largest deviation of C1 from finite differences: 4.8e-14
largest deviation of Lam1: 1.3e-14 hartree/bohr
E0 = -4.08622205 hartree
E1 formula -0.06835739, reference -0.06835739 hartree/bohr
E2 formula -0.08788804, reference -0.08788804 hartree/bohr^2
E3 formula -0.0554060, reference -0.0554060 hartree/bohr^3
E3 part, one-body: -0.0149212; rotated gauge -0.3259463 hartree/bohr^3
E3 part, density functional: 0.0077938; rotated gauge 0.0762526 hartree/bohr^3
E3 part, Lam0 constraint: -0.0019008; rotated gauge 0.0249502 hartree/bohr^3
E3 part, Lam1 constraint: -0.0463778; rotated gauge 0.1693375 hartree/bohr^3
E3 in rotated gauge: -0.0554060 hartree/bohr^3
E3 if Lam1 part is dropped: -0.0090282 hartree/bohr^3
Lam1 part from finite-lam error: -0.04634 hartree/bohr^3
third derivative 6*E3: -0.332436 hartree/bohr^3
at lam = 0.06 bohr: cubic series -4.09065186, self-consistent -4.09065195 hartree
error part (even or odd in lam) holding the predicted leading power,
at lam = 0.06 and 0.03 bohr, and order of the other part:
L, C to order 0, Lam to order 0: 4.401e-03, 1.101e-03 hartree; order 1.999 (theory 2); other 3.00
L, C to order 1, Lam to order 0: 9.988e-06, 1.251e-06 hartree; order 2.997 (theory 3); other 4.00
L, C to order 1, Lam to order 1: 1.684e-05, 1.053e-06 hartree; order 3.999 (theory 4); other 5.00
L, C to order 2, Lam to order 1: 1.758e-08, 5.489e-10 hartree; order 5.001 (theory 5); other 6.00
L, C to order 2, Lam to order 2: 4.251e-08, 6.647e-10 hartree; order 5.999 (theory 6); other 6.96
plain, C to order 1: 4.033e-03, 1.012e-03 hartree; order 1.995 (theory 2); other 3.00
orthonormalized, C to order 1: 1.264e-05, 7.914e-07 hartree; order 3.997 (theory 4); other 5.00
```
